# Why a Scalar Gate Cannot Switch Off a Wide Graphene Sheet

## The numbers to be explained

A graphene sheet 10000 Å wide carries electrons at a Fermi energy of 0.20 eV through a gated region 500 Å long. With no barrier its conductance is 404 $e^2/h$. A barrier 0.40 eV high, twice the Fermi energy, still leaves 169 $e^2/h$. In a sweep of the barrier height from 0 to 0.60 eV in steps of 0.02 eV, the smallest conductance is 32 $e^2/h$, at 0.20 eV. If the sheet is given a half-gap of 0.10 eV, the same 0.20 eV barrier lowers the conductance from 350 to $5.6\times10^{-4}\,e^2/h$.

Perfect transmission at normal incidence is part of the explanation, but one angle has zero weight in a wide sheet. What is needed is a lower bound on transmission over a finite range of angles.

## Model and conventions

In the algebra $\hbar=e=1$, except that conductance is written in units of $e^2/h$. Numbers are in eV and Å, so $v$ stands for $\hbar v$ in eV Å. Near one Dirac point

$$H=v(\sigma_xp_x+\sigma_yk_y)+V(x),\qquad p_x=-i\partial_x .$$

The Pauli matrices act on the two sublattice amplitudes, the pseudospin. A conventional gate here means a potential that is equal on both sublattices, uniform along $y$ and smooth on the lattice scale. Then $k_y$ is conserved. The potential differs from zero only in $0<x<L$. Transport is coherent, without disorder or interactions beyond the given $V$. I take $E>0$ and define

$$k(x)=\frac{E-V(x)}{v},\qquad k_L=\frac Ev .$$

## Normal incidence

The Heisenberg equations are

$$\dot x=i[H,x]=v\sigma_x,\qquad \dot\sigma_x=i[H,\sigma_x]=ivk_y[\sigma_y,\sigma_x]=2vk_y\sigma_z .$$

The potential drops out of both. At $k_y=0$ pseudospin $\sigma_x$ is conserved, and with it the velocity.

For a stationary state, let $\sigma_x|\pm\rangle=\pm|\pm\rangle$. At $k_y=0$ the equation $-i\sigma_x\psi'=k\psi$ has the solutions

$$\psi_\pm=e^{\pm i\int_0^xk\,dx'}|\pm\rangle ,$$

with currents $\pm v$. No wave enters from the right, so the $|-\rangle$ amplitude vanishes at $x=L$. It has constant modulus, so it vanishes everywhere. Hence $R=0$ and $T=1$ for every $V(x)$. Where $V>E$ the phase runs backwards, since $k<0$, but the current remains $+v$.

## Oblique incidence

At $k_y\ne0$ the equation is $-i\sigma_x\psi'+k_y\sigma_y\psi=k\psi$. Multiplying by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$ gives

$$\psi'=(ik\sigma_x+k_y\sigma_z)\psi .$$

Write $\psi=a|+\rangle+b|-\rangle$. Since $\sigma_z|\pm\rangle=|\mp\rangle$,

$$a'=ika+k_yb,\qquad b'=-ikb+k_ya. \tag{1}$$

Both $|a|^2$ and $|b|^2$ have derivative $2k_y\,\mathrm{Re}(a^*b)$, so the current $v(|a|^2-|b|^2)$ is constant. The gate enters only through phases; the mixing of the two movers has strength $k_y$.

**Lead modes.** Let $k_y=k_L\sin\alpha$ and $q=k_L\cos\alpha$, with $|\alpha|<\pi/2$. Inserting $e^{iqx}$ in the first of equations (1) gives

$$\frac ba=\frac{i(q-k_L)}{k_y}=-i\,\frac{1-\cos\alpha}{\sin\alpha}=-is,\qquad s=\tan\frac\alpha2 .$$

The right mover is therefore $(1,-is)$. Replacing $q$ by $-q$ gives $b/a=-i/s$, so the left mover is $(is,1)$.

**Growth of the mixture.** For the scattering state the right lead contains the right mover alone. The current is positive, so $\rho=b/a$ satisfies $|\rho|<1$ throughout. From (1),

$$\rho'=k_y-2ik\rho-k_y\rho^2 .$$

With $r=|\rho|$, the term in $k$ cancels from $(r^2)'=2\,\mathrm{Re}(\rho^*\rho')$:

$$2rr'=2k_y(1-r^2)\,\mathrm{Re}\,\rho .$$

Because $|\mathrm{Re}\,\rho|\le r$, it follows that $|r'|\le|k_y|(1-r^2)$. Put $r=\tanh\theta$, so that $r'=(1-r^2)\theta'$. Then

$$|\theta'|\le|k_y| .$$

At a zero of $\rho$ the modulus may have a kink, but the resulting bound on the change of $\theta$ still holds. At $x=L$, $\theta=\theta_L$ with $\tanh\theta_L=|s|$. Hence

$$\theta(0)\le\theta_L+|k_y|L. \tag{2}$$

**Transmission.** In the left lead let $\psi=A(1,-is)+B(is,1)$ and $z=B/A$. Then

$$\rho(0)=\frac{-is+z}{1+isz}\quad\Rightarrow\quad z=\frac{\rho(0)+is}{1-is\rho(0)} .$$

The cross terms cancel in the current, which is $v(1-s^2)(|A|^2-|B|^2)$, so $T=1-|z|^2$. Expanding the squares, with $r$ now taken at $x=0$,

$$T=\frac{(1-r^2)(1-s^2)}{|1-is\rho(0)|^2}\ge\frac{(1-r^2)(1-s^2)}{(1+r|s|)^2}=\frac1{\cosh^2(\theta(0)+\theta_L)} .$$

The last equality uses $\cosh(x+y)=\cosh x\cosh y\,(1+\tanh x\tanh y)$. Finally, $\tanh2\theta_L=2|s|/(1+s^2)=|k_y|/k_L$. With (2),

$$\boxed{T(k_y)\ge\operatorname{sech}^2\!\left(|k_y|L+\operatorname{artanh}\frac{|k_y|}{k_L}\right)} \tag{3}$$

for every scalar $V(x)$ and $|k_y|<k_L$. This extends pseudospin conservation to finite angles: the gate cannot make the mixture grow faster than $k_y$ allows.

**The bound is sharp.** Take $V=E$ on a plateau, with a thin repulsive spike of area $\pi v/4$ at each end. Across a spike $\int k\,dx\to-\pi/4$, so $\rho_{\rm right}=e^{i\pi/2}\rho_{\rm left}$, or $\rho_{\rm left}=-i\rho_{\rm right}$. For $k_y>0$, start from $-is$ in the right lead. The right spike turns it into $-s$. On the plateau $\rho'=k_y(1-\rho^2)$, so leftward integration gives $-\tanh(\theta_L+k_yL)$. The left spike turns this into $+i\tanh(\theta_L+k_yL)$. Then $|1-is\rho(0)|=1+r|s|$, and every inequality becomes an equality. Negative $k_y$ reverses the signs of both $\rho$ and $s$, with the same result. One potential thus approaches the bound for all angles together.

## Conductance floor

At zero temperature and small bias, with two spins and two valleys, $G=(4e^2/h)\sum_{k_y}T$. For $W\gg L$ and $k_LW\gg1$ the spacing $2\pi/W$ is fine enough to replace the sum by an integral, unless $T$ has very narrow resonances. The sum of the lower bound (3), which is smooth in $|k_y|$, is not affected by them. $T$ is even in $k_y$, so

$$G=\frac{4e^2}{h}\frac W\pi\int_0^{k_L}T\,dk_y\ge\frac{4e^2}{h}\frac W\pi I,$$

$$I=\int_0^{k_L}\operatorname{sech}^2\!\left(k_yL+\operatorname{artanh}\frac{k_y}{k_L}\right)dk_y>0. \tag{4}$$

This positive floor is the sense in which the channel cannot be turned off. At finite temperature, linear response averages $G(E)$ with the positive weight $-\partial f/\partial E$, where $f$ is the Fermi function, so the result stays positive.

For $k_LL\gg1$ the integral comes from $k_y\sim1/L$, where $\operatorname{artanh}(k_y/k_L)\approx k_y/k_L$. Extending the upper limit to infinity,

$$I\approx\frac1{L+1/k_L} .$$

For very strongly doped leads the floor becomes $(4e^2/\pi h)W/L$. Since $T\le1$, the conductance is at most $(4e^2/h)Wk_L/\pi$, so

$$\frac{G_{\rm on}}{G_{\rm off}}\le\frac{k_L}{I}\approx k_LL+1 .$$

A longer coherent channel does improve the ratio, but at best linearly in $L$, not exponentially. This holds for ballistic transport, fixed lead doping and $W\gg L$; a ribbon whose quantized modes exclude $k_y=0$ can be switched off exponentially once $L$ exceeds $W$.

## Reflection close to normal incidence

The bound describes the worst gate. For a given smooth gate the first reflection term follows from (1). Let $\varphi(x)=\int_0^xk\,dx'$, $a=\tilde ae^{i\varphi}$ and $b=\tilde be^{-i\varphi}$. Then $\tilde b'=k_ye^{2i\varphi}\tilde a$. To first order in $k_y$, $\tilde a$ is constant and $s=k_y/2k_L$. The right lead requires $\tilde b(L)=-ise^{2i\varphi(L)}\tilde a$; the left lead gives $B=b(0)+isA$. Therefore $B/A=-k_yJ$ and

$$R\approx k_y^2|J|^2,\qquad J=\int_0^Le^{2i\varphi}dx+\frac{1-e^{2i\varphi(L)}}{2ik_L}. \tag{5}$$

When $V_0$ is well above $E$ and the ramps are slow, so that the phase accumulated on a ramp on either side of the point where $V=E$ is of order one or larger, the main contributions come from the two such points. A long plateau does not replace this condition: for steep ramps each step instead contributes about $1/2k_L+1/2|k|$, with $k$ taken on the plateau. With slope $\pm F$ there, $\varphi''=\mp F/v$, and stationary phase gives each a magnitude $\sqrt{\pi v/F}$ and a phase $\mp\pi/4$. If $\Phi=\int(V-E)dx/v$ between the points,

$$|J|\approx2\sqrt{\frac{\pi v}{F}}\,\left|\cos\!\left(\frac\pi4-\Phi\right)\right|. \tag{6}$$

## What a gap changes

Add $\Delta\sigma_z$ to $H$ and let $\mu=\Delta/v$. It does not commute with $\sigma_x$. Multiplication by $i\sigma_x$ now adds $-i\mu\sigma_x\sigma_z=-\mu\sigma_y$ to the matrix in $\psi'$. With $\sigma_y|+\rangle=-i|-\rangle$ and $\sigma_y|-\rangle=i|+\rangle$,

$$a'=ika+\kappa^*b,\qquad b'=-ikb+\kappa a,\qquad \kappa=k_y+i\mu. \tag{7}$$

The square of this matrix is $(|\kappa|^2-k^2)$ times the identity. Where $|k|<|\kappa|$ the waves are evanescent. With a uniform gap this can happen at every $k_y$, including zero, and the barrier can suppress all modes exponentially.

A tube has the same freedom without a mass term if its allowed $k_y$ excludes zero. Periodicity around the circumference $C$ requires the total phase, $k_yC$ plus that of the Dirac point, to be a multiple of $2\pi$. Three times the Dirac wave vector is a reciprocal-lattice vector, so the Dirac phase is 0 or $\pm2\pi/3$ modulo $2\pi$. The smallest $|k_y|$ is then 0 in a metallic tube and $2\pi/3C$ in a semiconducting one, if curvature is neglected.

## How smooth is smooth?

Consider transport along one set of carbon bonds, of length $d$, with hopping amplitude $-t$. An A atom at $x$ has one B neighbour at $x+d$ and two at $x-d/2$, displaced by $\pm\sqrt3d/2$ in $y$. For transverse wave number $K+k_y$ the lattice reduces to a chain with alternating hoppings $-t$ and $-t'$, where

$$t'=2t\cos\!\left(\frac{2\pi}3+\frac{\sqrt3dk_y}2\right)\approx-t-vk_y,\qquad v=\frac{3td}2 .$$

At $k_y=0$ the hoppings have equal magnitude, and sign changes of the amplitudes make the chain uniform. Its sites, however, are alternately $d$ and $d/2$ apart. Relative to an even grid of spacing $3d/4$, A is displaced by $-d/8$ and B by $+d/8$. To first order in the gradient the atoms feel $V\mp dV'/8$. The gate itself therefore produces a small mass term $\Delta=-dV'/8$.

Repeating the derivation of (5) with $k_y$ replaced by $i\mu$, and no mass in the leads,

$$R(k_y=0)\approx\left|\int_0^L\frac{dV'}{8v}e^{2i\varphi}dx\right|^2. \tag{8}$$

Here $dV'$ is the product of bond length and gradient. Within this gradient expansion the floor survives. With (7), the same calculation gives $|\theta'|\le|\kappa|\le|k_y|+|\mu|$, which adds $\int|\mu|dx$ to the argument in (3). For a barrier that rises once to $V_0$ and falls once, this is $dV_0/4v$. The statement is first order in the gradient and does not cover ramps only a few bond lengths long.

In this orientation the valleys have different transverse wave numbers, so a gate uniform in $y$ cannot mix them.

## Evaluating a given gate

Divide the gate into slices of length $h$ with constant $k$. If $M$ is the matrix of (7) and $\lambda^2=|\kappa|^2-k^2$, then

$$e^{-Mh}=\cosh(\lambda h)-M\,\frac{\sinh(\lambda h)}\lambda ,$$

with the ratio replaced by $h$ at $\lambda=0$. In the leads $q=\sqrt{k_L^2-|\kappa|^2}$ and $\sigma=\kappa/(k_L+q)$. Start at $x=L$ with $(a,b)=(1,-i\sigma)$ and propagate to $x=0$. The incident amplitude and transmission are

$$A=\frac{a-i\sigma^*b}{1-|\sigma|^2},\qquad T=\frac1{|A|^2}.$$

This avoids computing a small $T$ as $1-R$. The Dirac transmissions and conductances below use 500 slices of 1 Å. The angular integral, with $k_y$ equal to its maximum times $\sin\alpha$, uses Gauss–Legendre quadrature.

## Worked example

The round parameters $t=3.0$ eV and $d=1.4$ Å give $v=1.5\times3.0\times1.4=6.30$ eV Å. With $E=0.20$ eV, $k_L=0.20/6.30=0.03175$ Å$^{-1}$. The barrier has a 300 Å plateau and two 100 Å ramps, $V=V_0u^3(10-15u+6u^2)$, with $u$ running from 0 to 1 up each ramp.

**Floor and sweep.** Without a barrier, $G=4\times10000\times0.03175/\pi=404\,e^2/h$. Since $1/k_L=31.5$ Å, the approximate floor is $40000/(\pi\times531.5)=24.0\,e^2/h$. Numerical integration of (4) gives 23.95 $e^2/h$, or 0.93 mS. No scalar gate confined to these 500 Å can give an on/off ratio above $404.2/23.95=16.9$ in this model. The spikes that reach the floor need not be atomically thin: a plateau at $V=E$ with a smooth spike 20 Å wide at each end, each giving $\int k\,dx=-\pi/4$, has $G$ between 24.7 and 25.0 $e^2/h$, depending on the shape of the spike. Such spikes peak at 0.7 to 1.0 eV, with slopes near 0.1 eV/Å, more than ten times those of the barrier used here. They show that the floor is nearly attainable in the model, not that an ordinary gate, whose potential is smoothed over the thickness of its dielectric, can produce them.

| $V_0$ (eV) | $G$ ($e^2/h$) |
|---|---|
| 0.00 | 404 |
| 0.10 | 184 |
| 0.20 | 32 |
| 0.30 | 119 |
| 0.40 | 169 |
| 0.60 | 182 |

These values come from the integral over $k_y$. Summing over the discrete modes of a sheet this wide can shift the value at 0.40 eV by up to about 2%, depending on the transverse boundary condition. The value without a barrier can shift by about 1%, and the others in the table by much less.

The smallest value in the sweep occurs when the plateau lies at the Dirac point. There $k=0$, and no phase winding interrupts the growth of $\rho$. On a finer grid the minimum lies slightly higher, near 0.207 eV, where $G$ is 31.6 $e^2/h$. Read as $4W/\pi L_{\rm eff}$, the value 32.19 corresponds to $L_{\rm eff}=396$ Å, between the plateau length and the full gate length. The sweep's on/off ratio is 12.6.

**Angles at $V_0=0.40$ eV.** At $k_y=0.002$, 0.005 and 0.010 Å$^{-1}$, $T=0.998$, 0.969 and 0.573. The bounds are 0.38, 0.019 and $9.5\times10^{-5}$, far below the values for this particular gate.

Equation (5) gives $|J|=19.6$ Å. At $k_y=0.002$ Å$^{-1}$ it predicts $R=0.0015$, against the full 0.0019; at 0.005 Å$^{-1}$ it gives 0.010 against 0.031. Changing the sign of $k_y$ and of $b$ leaves (1) unchanged, so $B/A$ is odd in $k_y$ and its next term is of order $k_y^3$. That term need not be small when $J$ is, so a small $J$ makes the leading term fail early. At each crossing $F=1.875\times0.40/100=0.0075$ eV/Å, so one crossing contributes about 51 Å. The area between them is $0.20\times300+2\times6.875=73.75$ eV Å, giving $\Phi=11.7$. Equation (6) then gives about 8 Å, out of a possible 103 Å. This is well below the 19.6 Å from (5), so the estimate is rough, but it shows correctly that the two contributions largely cancel.

**Lattice correction.** Recursion through the honeycomb chain gives $R=3.7\times10^{-4}$ at $k_y=0$, and (8) gives the same to two digits. The slopes at the crossings have opposite signs, so these contributions add where those in $J$ cancel. Averaged over nine energies from 0.10 to 0.30 eV, $R$ is $1.9\times10^{-4}$ for the smooth barrier and 2.0 to $2.5\times10^{-3}$ for an abrupt one spanning the plateau, depending on which atoms its edges fall between. For the smooth barrier the extra argument in the bound is only $1.4\times0.40/(4\times6.30)=0.022$, which limits $R$ at $k_y=0$ to $\tanh^2 0.022=4.9\times10^{-4}$. The abrupt barrier exceeds this limit because it lies outside the gradient expansion.

**Channels that do turn off.** With $\Delta=0.10$ eV and $V_0=0.20$ eV, normal-incidence transmission is $8.1\times10^{-6}$. The exponential factor of the plateau is $e^{-2\times300\times0.10/6.30}=7\times10^{-5}$, and the plateau without ramps transmits $2.2\times10^{-4}$; evanescent parts of the ramps reduce this further. A semiconducting tube with $C=100$ Å has $k_y=0.0209$ Å$^{-1}$ and half-gap $vk_y=0.132$ eV. In the Dirac model the same barrier takes its transmission from 1 to $8.7\times10^{-8}$. On the honeycomb lattice, with curvature neglected, the zigzag tubes (40,0), (41,0) and (43,0), all close to this size, give between $4.5\times10^{-8}$ and $3.0\times10^{-7}$. Such small values are compatible with (3), whose right side is also exponentially small at fixed nonzero $k_y$. The wide sheet differs because its modes extend continuously to $k_y=0$.
